\section*{Elongation of a Fixed-Height Strained Island in the Tersoff-Tromp Energy}

\section{Definitions and conventions}

A coherent island of fixed height $h$ sits on a thick substrate. Its top is flat and its four facets make an angle $\theta$ with the surface. The sides $s$ and $t$ are measured at half height, and the horizontal facet width is $w=h\cot\theta$. The profile is $H(\mathbf r)$, equal to $h$ on the plateau and zero outside the island.

Film and substrate are isotropic, with equal shear modulus $\mu$ and Poisson ratio $\nu$. The misfit $m$ gives an unrelaxed film the biaxial stress
\begin{equation}
\sigma=\frac{2\mu(1+\nu)}{1-\nu}\,m .
\end{equation}
Facets have surface energy $\gamma_f$. The top, and the substrate surface that the island covers, have surface energy $\gamma$; the buried interface costs nothing. Energies are counted from the unrelaxed coherent film, whose strain energy is proportional to volume and does not affect the shape at fixed volume. Two constants will recur:
\begin{equation}
c=\frac{\sigma^2(1-\nu)}{2\pi\mu},\qquad
\Gamma=\frac{\gamma_f}{\sin\theta}-\gamma\cot\theta .
\end{equation}
Slopes are treated as shallow, $h\ll w$, and facets as narrow, $w\ll s,t$; $\Gamma$ is the same for all four facets. The height is held fixed as a kinetic constraint; it is not a result of minimization.

\section{The simple case: a long strip}

\subsection{Response of the substrate}

The film carries a force $\sigma H$ per unit length of cross-section. Where $H$ varies, neighbouring sections do not balance, and the difference passes to the substrate as a tangential force density $\mathbf f=\sigma\nabla H$.

Let the substrate fill $z>0$ and carry the load $f_0\sin kx$ along $x$. In plane strain, write the stresses as $\sigma_{xx}=\partial_z^2\chi$, $\sigma_{zz}=\partial_x^2\chi$, $\sigma_{xz}=-\partial_x\partial_z\chi$, which satisfies force balance. Compatibility requires $\nabla^4\chi=0$. The choice $\chi=bz\,e^{-kz}\cos kx$ obeys it, because $\nabla^2\chi=-2kb\,e^{-kz}\cos kx$ is harmonic. At $z=0$,
\begin{equation}
\sigma_{zz}=0,\qquad \sigma_{xz}=bk\sin kx,\qquad \sigma_{xx}=-2kb\cos kx .
\end{equation}
The outward normal is $-z$, so the applied load equals $-\sigma_{xz}$ and $b=-f_0/k$. Then $\sigma_{xx}=2f_0\cos kx$, and
\begin{equation}
\partial_xu_x=\frac{(1-\nu)\sigma_{xx}-\nu\sigma_{zz}}{2\mu}
=\frac{1-\nu}{\mu}f_0\cos kx
\;\Rightarrow\;
u_x=\frac{1-\nu}{\mu k}f_0\sin kx .
\end{equation}

The stored energy is $\tfrac12\int\mathbf f\cdot\mathbf u$ and the load loses $\int\mathbf f\cdot\mathbf u$, so relaxation changes the energy by $-\tfrac12\int\mathbf f\cdot\mathbf u$. Since $\mathbf f$ is a gradient, each of its Fourier components is parallel to $\mathbf k$, and the response just found is sufficient:
\begin{equation}
E_{el}=-\frac{\sigma^2(1-\nu)}{2\mu}\int\!\frac{d^2k}{(2\pi)^2}\,\frac{k^2|H_{\mathbf k}|^2}{k}
=-\frac c2\iint\frac{\nabla H\cdot\nabla'H'}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r' .
\label{kernel}
\end{equation}
The last form uses the fact that $1/k$ is the transform of $1/(2\pi r)$.

\subsection{Energy of two parallel edges}

Two parallel lines of length $t$ at distance $d$ give the integral
\begin{equation}
J(d)=2\int_0^t\frac{t-v}{\sqrt{d^2+v^2}}\,dv
=2\left[t\,\mathrm{arsinh}\frac td-\sqrt{t^2+d^2}+d\right].
\label{J}
\end{equation}
For $t\gg d$ it becomes $2t[\ln(2t/d)-1]$. The gradient is $h/w$ across one facet and $-h/w$ across the opposite one. The two self terms and two cross terms in (\ref{kernel}) therefore give
\begin{equation}
E_{el}=-ch^2\left[\langle J\rangle_{\rm self}-J(s)\right].
\label{pair}
\end{equation}
For two points placed independently in a facet of width $w$,
\begin{equation}
\langle\ln d\rangle=\ln w+\int_0^1 2(1-u)\ln u\,du=\ln w-\tfrac32 .
\end{equation}
For a long strip the terms in $\ln 2t$ cancel, leaving
\begin{equation}
E_{el}=-2ch^2t\left[\ln\frac sw+\frac32\right]
=-2ch^2t\ln\frac{s}{\phi h},\qquad \phi=e^{-3/2}\cot\theta .
\label{strip}
\end{equation}
Relaxation favours distant edges because opposite edge forces hinder each other's displacement.

The cross term was evaluated at the mean distance $s$. The distance has variance $w^2/6$, which lowers the bracket by about $w^2/(12s^2)$. For $w/s=0.1$ this is 0.0008. A direct Fourier sum gives 3.8017 for the bracket, against 3.8026 from (\ref{strip}), a difference of the expected sign and size.

\subsection{Best width of the strip}

The surface energy per length, derived below, is $2\Gamma h$. Dividing by the volume per length, $hs$,
\begin{equation}
\frac EV=\frac2s\left[\Gamma-ch\ln\frac s{\phi h}\right].
\end{equation}
Its derivative is $-(2/s^2)[\Gamma-ch\ln(s/\phi h)+ch]$. This changes from negative to positive at
\begin{equation}
\alpha_0=e\,\phi h\,\exp\!\left(\frac{\Gamma}{ch}\right),
\label{alpha}
\end{equation}
where $E/V=-2ch/\alpha_0$. A narrow strip pays too much for its facets; a wide one has too few edges per volume.

\section{The rectangle}

The mean perimeter is $2(s+t)$ and the slant height is $h/\sin\theta$, so the facet area is $2(s+t)h/\sin\theta$. The top area minus the covered area is
\begin{equation}
(s-w)(t-w)-(s+w)(t+w)=-2w(s+t).
\end{equation}
The surface energy is therefore $2\Gamma h(s+t)$. With $\zeta$ the height divided by $h$, the volume is
\begin{equation}
h\int_0^1[s+w(1-2\zeta)][t+w(1-2\zeta)]\,d\zeta=h\left(st+\frac{w^2}{3}\right).
\end{equation}
Fixed volume at fixed height thus means fixed $st$, and $V\simeq hst$ for narrow facets.

The Tersoff-Tromp energy adds the strip result (\ref{strip}) for both pairs of edges:
\begin{equation}
E=2\Gamma h(s+t)-2ch^2\left[t\ln\frac s{\phi h}+s\ln\frac t{\phi h}\right].
\label{TT}
\end{equation}
For $t\to\infty$ it returns the strip energy per length. For a compact island it applies the long-edge formula to edges that are not long compared with their separation. The consequences of that step are worked out in Section~\ref{ends}; until then (\ref{TT}) is taken as the model.

From (\ref{alpha}), $\Gamma=ch[\ln(\alpha_0/\phi h)-1]$, so $\Gamma-ch\ln(s/\phi h)=-ch[1+\ln(s/\alpha_0)]$. Hence
\begin{equation}
\frac EV=-2ch\left[\frac{1+\ln(s/\alpha_0)}s+\frac{1+\ln(t/\alpha_0)}t\right].
\label{reduced}
\end{equation}
Each term depends on one side and has its minimum at $\alpha_0$. If the volume is free, the lowest energy per volume therefore belongs to the square $s=t=\alpha_0$, with $E/V=-4ch/\alpha_0$, twice as deep as the strip.

\section{Stability at fixed volume}

Let $a=\sqrt{st}$ be the side of the square with the given volume, and set
\begin{equation}
s=ae^{-x},\qquad t=ae^x,\qquad L=\ln(a/\alpha_0).
\end{equation}
The bracket in (\ref{reduced}) becomes
\begin{equation}
\frac1a\left[e^x(1+L-x)+e^{-x}(1+L+x)\right]
=\frac2a\left[(1+L)\cosh x-x\sinh x\right],
\end{equation}
so that
\begin{equation}
\frac EV=-\frac{4ch}{a}G(x),\qquad G=(1+L)\cosh x-x\sinh x .
\label{G}
\end{equation}
Differentiating twice,
\begin{align}
G'&=L\sinh x-x\cosh x,\\
G''&=(L-1)\cosh x-x\sinh x .
\end{align}
The square is stationary by symmetry, and its energy has the curvature
\begin{equation}
\left.\frac{d^2}{dx^2}\frac EV\right|_{x=0}=\frac{4ch}{a}(1-L).
\end{equation}
It is positive for $L<1$ and negative for $L>1$. The square becomes unstable to elongation when
\begin{equation}
\boxed{a>e\,\alpha_0}.
\end{equation}

The factor $e$ can be read from one edge pair. With $q=\ln(s/\alpha_0)$, its contribution to $-E/V$ is proportional to $F(q)=e^{-q}(1+q)$. Fixed volume fixes the sum of the two values of $q$. Equal values are best while $F$ is concave, and
\begin{equation}
F'=-qe^{-q},\qquad F''=(q-1)e^{-q}.
\end{equation}
The optimum is at $q=0$, but the inflection is at $q=1$. Between $\alpha_0$ and $e\alpha_0$ the square is larger than optimal, yet narrowing one side gains less than widening the other loses. Beyond the inflection the balance reverses.

\subsection{The shape beyond threshold}

For $x>0$, write $G'=\sinh x\,(L-x\coth x)$. The function $x\coth x$ starts at 1 and rises, since
\begin{equation}
\frac{d}{dx}(x\coth x)=\frac{\tfrac12\sinh2x-x}{\sinh^2x}>0 .
\end{equation}
For $L\le1$, $G$ falls with $x$ and the square is the minimum of the energy, including at $L=1$. For $L>1$, $G$ first rises and then falls, so there is one minimum of the energy with $t>s$, at
\begin{equation}
L=x\coth x,
\label{branch}
\end{equation}
and its mirror image with $s>t$. The width on this branch follows from $L-x=x(\coth x-1)$:
\begin{equation}
s=\alpha_0\exp\left(\frac{2x}{e^{2x}-1}\right).
\end{equation}
The exponent falls from 1 to 0, because $y/(e^y-1)=1/\int_0^1e^{yv}dv$ decreases with $y=2x$. As the island gains volume, its width shrinks from $e\alpha_0$ towards $\alpha_0$. In the far limit $t=a^2/s\to a^2/\alpha_0$, which is the long strip of optimal width.

Near threshold let $\varepsilon=L-1\ll1$. Since $x\coth x=1+x^2/3+\dots$, the elongation starts continuously as $x^2\simeq3\varepsilon$. To leading order,
\begin{equation}
G(x)-G(0)\simeq\frac{\varepsilon x^2}{2}-\frac{x^4}{12}
=\frac{3\varepsilon^2}{4}.
\end{equation}
Multiplication by $(4ch/a)\,V=4ch^2a$ gives the energy gained relative to the square,
\begin{equation}
\Delta E\simeq3ch^2a\,\varepsilon^2 .
\label{gain}
\end{equation}

\section{Numbers for an island on silicon}

Take rounded moduli of silicon's magnitude, $\mu=60$ GPa and $\nu=0.20$, with $m=0.025$, $h=2.5$ nm, $\theta=25^\circ$ and $\gamma=\gamma_f=8.0$ eV/nm$^2$. The biaxial modulus is $2(60)(1.2)/0.8=180$ GPa, so $\sigma=0.025\times180=4.50$ GPa. Then
\begin{align}
c&=\frac{(4.50\ \mathrm{GPa})^2(0.80)}{2\pi(60\ \mathrm{GPa})}=0.268\ \mathrm{eV/nm^3},
&ch&=0.6705\ \mathrm{eV/nm^2},\\
\Gamma&=8.0\,\frac{1-\cos25^\circ}{\sin25^\circ}=1.774\ \mathrm{eV/nm^2},
&\frac{\Gamma}{ch}&=2.645 .
\end{align}
With $\phi=0.4785$,
\begin{equation}
\alpha_0=e(0.4785)(2.5\ \mathrm{nm})e^{2.645}=45.8\ \mathrm{nm},\qquad
e\alpha_0=124.5\ \mathrm{nm},
\end{equation}
or $4.58\times10^{-8}$ m and $1.245\times10^{-7}$ m. Direct minimization of the energy per volume of a square, and the zero of the numerical curvature of (\ref{TT}), give the same two lengths.

At fixed height, the shapes preferred by the energy (\ref{TT}), before the finite-edge correction of Section~\ref{ends}, are:
\begin{center}
\begin{tabular}{rrrr}
$a$ (nm) & width (nm) & length (nm) & gain (eV)\\
100 & 100 & 100 & 0\\
130 & 90.5 & 187 & 1.2\\
150 & 70.0 & 321 & 28\\
200 & 57.3 & 699 & 262\\
300 & 50.9 & 1769 & 1556
\end{tabular}
\end{center}
For $a=200$ nm, $L=\ln(200/45.8)=1.474$, and (\ref{branch}) gives $x=1.2507$; the width is $200e^{-1.2507}=57.3$ nm. At 130 nm, 4\% above threshold, the length is already twice the width, because $x$ grows as the square root of the excess.

At 800 K the thermal energy is 0.069 eV. By (\ref{gain}) the gain reaches this value when $a$ exceeds the threshold by 1.05\%. Closer to threshold, the energy does not select a sharp shape. With the finite-edge terms of Section~\ref{ends} the corresponding excess over the corrected threshold is about 1.7\%.

\section{What finite edges change}
\label{ends}

\subsection{The missing terms}

The kernel (\ref{kernel}) can be evaluated for finite edges. With $D=\sqrt{s^2+t^2}$, the exact integral (\ref{J}) at distance $s$ is
\begin{equation}
J(s)=2\left[t\ln\frac{t+D}{s}-D+s\right].
\end{equation}
The self term is $2t[\ln(2t/w)+\tfrac12]$ for a narrow facet. Half the difference needed in (\ref{pair}) is
\begin{equation}
t\ln\frac s{\phi h}+t\ln\frac{2t}{t+D}-(s+t-D).
\end{equation}
Perpendicular edges do not couple, since $\nabla H\cdot\nabla'H'=0$ for them. Adding the other pair shows that (\ref{TT}) lacks the term $-2ch^2C$, with
\begin{equation}
C=t\ln\frac{2t}{t+D}+s\ln\frac{2s}{s+D}-2(s+t-D).
\end{equation}
The facet overlap at the four corners adds an energy that, to leading order in $w$, is independent of shape.

For $t\gg s$, $C/t\to0$ and the strip is unaffected. For a compact island, $C$ is proportional to its size, as are the terms that decide stability. A test of $C$ is the change of the elastic bracket from the square to $x=0.7$, with $w=0.03a$ and in units of $a$. The Fourier sum gives 1.6658; the logarithms alone give 1.4930, and with $C$ they give 1.6663.

\subsection{The corrected threshold}

Expand $C/a$ to order $x^2$, setting $a=1$ and $p=1+\sqrt2$. Here $D=\sqrt{2\cosh2x}\simeq\sqrt2(1+x^2)$. The parts are
\begin{align}
t\ln2t+s\ln2s&\simeq2\ln2+(2+\ln2)x^2,\\
t\ln(t+D)+s\ln(s+D)&\simeq2\ln p+(\ln p-2+3\sqrt2)x^2,\\
-2(s+t-D)&\simeq-2(2-\sqrt2)+(2\sqrt2-2)x^2 .
\end{align}
For the second line, $t+D\simeq p+x+(\tfrac12+\sqrt2)x^2$. Expanding the logarithm, multiplying by $t\simeq1+x+x^2/2$ and adding the mirror term gives the coefficient
\begin{equation}
\ln p+\frac{3+2\sqrt2}{p}-\frac1{p^2}
=\ln p+p-(3-2\sqrt2),
\end{equation}
because $p^2=3+2\sqrt2$. The first part minus the second plus the third is
\begin{equation}
\frac Ca\simeq C_0+\kappa x^2,\quad
C_0=2\ln\frac2p-2(2-\sqrt2),\quad
\kappa=\ln\frac2p+2-\sqrt2 .
\end{equation}

The energy is now $-2ch^2a\,[2G+C/a]$. The coefficient of $x^2$ in the bracket is $L-1+\kappa$, so the square loses stability at
\begin{equation}
L_c=1-\kappa=\ln\frac{1+\sqrt2}{2}+\sqrt2-1=0.602,
\end{equation}
or $a=1.83\,\alpha_0=83.7$ nm in the example.

The best square also moves. Leaving out the corner energy, which is smaller than the terms kept by a factor of order $w/a$, its energy per volume is proportional to $-(2+2L+C_0)/a$, which is stationary at
\begin{equation}
L_0=-\frac{C_0}2=\ln\frac{1+\sqrt2}{2}+2-\sqrt2=0.774,
\end{equation}
or $a=2.17\,\alpha_0=99.3$ nm. The ratio of threshold to optimum is
\begin{equation}
e^{L_c-L_0}=e^{-(3-2\sqrt2)}=0.842 .
\end{equation}
It is below one: with the end terms, the square is already unstable at the size that would give the lowest energy per volume among squares. The energy densities agree with this. The best square rises from $-0.0586$ eV/nm$^3$ in (\ref{TT}) to $-0.0270$ eV/nm$^3$, while the long strip stays at $-0.0293$ eV/nm$^3$ and is now lower. These are narrow-facet values. Evaluating (\ref{kernel}) for the actual facet width of 5.4 nm, corner energy included, moves the best square to 97.5 nm, the ratio to 0.86 and the energy density of the square to about $-0.0273$ eV/nm$^3$; the threshold changes by only 0.1 nm and the ordering is unchanged.

The rule $a>e\alpha_0$ is thus a property of the Tersoff-Tromp energy. The instability, and the approach to a strip of width $\alpha_0$, survive the correction; the factor $e$ and the stable optimal square do not. For $a=200$ nm the preferred island changes from $57\times699$ nm to $48\times840$ nm. A scan over $0.05\le x\le6$ finds no elongated stationary shape below $1.829\,\alpha_0$, consistent with an onset that remains continuous.

\section{The model beside a real silicon substrate}

The moduli, surface energy and growth temperature are rough values of the right order for silicon, not fitted ones. Real silicon is cubic. With $C_{11},C_{12},C_{44}$ set to 166, 64 and 80 GPa as model inputs, using the cubic misfit stress and the surface compliance along [100] or [110] for all directions gives $\alpha_0=57$ or 78 nm instead of 46 nm. These are sensitivity estimates, not a full anisotropic solution. The exponential in (\ref{alpha}) amplifies small changes: 10\% more $\Gamma$ multiplies $\alpha_0$ by $e^{0.26}\simeq1.3$, and because $\Gamma$ is a small difference of large terms, 1\% more $\gamma_f$ is enough to cause it. Absolute widths are therefore much less certain than the ratio $e$ within the model. The facets are narrow ($w/\alpha_0=0.12$), but the slope is 0.47, which is not shallow, and the error of the shallow-slope energy grows roughly in proportion to the slope. Plane-strain elasticity of the actual strip profile at $s=\alpha_0$ gives about 3.35 for the bracket in (\ref{strip}), instead of 3.65. The shallow-slope energy therefore overstates the relaxation, and the optimal width of the real profile is roughly $1.45\,\alpha_0$.

Two assumptions can fail altogether. The first is fixed height. At the threshold, making the island 10\% taller at constant volume lowers the energy (\ref{TT}) by about 350 eV (about 140 eV with finite edges, at the corrected threshold), so the result applies while kinetics prevents upward growth.

The second is coherence. A misfit dislocation becomes favourable in a uniform film when the work $\sigma hb_e$ equals its line energy, estimated as
\begin{equation}
\frac{\mu b^2g}{4\pi(1-\nu)}\left[\ln\frac hb+1\right].
\end{equation}
Here $b\simeq0.38$ nm is the Burgers vector, $b_e$ its part that relieves misfit, and $g$ depends on the line's character. A $60^\circ$ dislocation ($b_e=b/2$, $g=1-\nu/4$) gives a critical thickness of 2.9 nm, and an edge dislocation ($b_e=b$, $g=1$) gives 1.0 nm. The 2.5 nm island lies below the first and above the second, so by this estimate its coherence depends on edge dislocations failing to form. The margin to the first value is not secure: replacing $\ln(h/b)+1$ by $\ln(2h/b)$ or $\ln(4h/b)$ gives 2.5 or 3.5 nm, and the stress at the centre of a strip of width $\alpha_0$ is about 15\% below the uniform-film value, which raises both thicknesses. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
shear modulus 60 GPa, Poisson ratio 0.20
misfit 2.5 %, height 2.5 nm, facet angle 25 deg
surface energy, top and facet: 8.0 eV/nm2
biaxial modulus: 180.0 GPa
misfit stress: 4.50 GPa
relaxation constant c: 0.2682 eV/nm3
c*h: 0.6705 eV/nm2
Gamma: 1.7736 eV/nm2
Gamma/(c*h): 2.6450
phi: 0.4785
optimal width alpha0, formula: 45.80 nm
optimal width, direct minimum: 45.80 nm
threshold e*alpha0: 124.49 nm
threshold from numerical curvature: 124.49 nm
a=100 nm: x=0.0000, width 100.0 nm, length 100.0 nm, gain 0.00 eV
a=130 nm: x=0.3620, width 90.5 nm, length 186.7 nm, gain 1.24 eV
a=150 nm: x=0.7619, width 70.0 nm, length 321.3 nm, gain 27.74 eV
a=200 nm: x=1.2507, width 57.3 nm, length 698.6 nm, gain 262.35 eV
a=300 nm: x=1.7745, width 50.9 nm, length 1769.2 nm, gain 1555.85 eV
strip logarithm: Fourier 3.8017, formula 3.8026
shape change x=0.7: Fourier 1.6658
  logarithms only 1.4930, with end terms 1.6663
With end terms:
  threshold 83.65 nm = 1.8266 alpha0
  best square 99.31 nm = 2.1685 alpha0
  threshold / best square: 0.8423
  smallest scanned elongated size: 1.8294 alpha0
  a=200 nm: width 47.6 nm, length 839.9 nm
energy density, best square, no end terms: -0.05856 eV/nm3
energy density, best square, end terms: -0.02701 eV/nm3
energy density, long wire: -0.02928 eV/nm3
Other neglected effects:
  cubic constants C11, C12, C44: 166, 64, 80 GPa
  alpha0 with [100] compliance: 56.7 nm
  alpha0 with [110] compliance: 77.9 nm
  facet width: 5.36 nm, ratio to alpha0 0.117
  squared facet slope: 0.217
  thermal energy at 800 K: 0.0689 eV
  size excess where gain equals kT: 1.05 %
  Burgers vector: 0.384 nm
  critical thickness, 60-degree dislocation: 2.94 nm
  critical thickness, edge dislocation: 0.99 nm
  energy change, 10 % taller at threshold: -350.5 eV
\end{verbatim}
